# SP2 purification: building the N-electron projector without a chemical potential

## A threshold in the wrong place

Take a ring of 240 sites whose site energies repeat as $-2, 0, 1$ eV, with hopping $-1$ eV between neighbours, and fill its 80 lowest orbitals with spinless electrons. The ground state is described by the projector $D$ onto these orbitals. Suppose we want $D$ from matrix products alone, without diagonalizing $H$.

A natural idea is to scale the spectrum into $[0,1]$, with low energies near 1, and to apply repeatedly a polynomial that pushes every eigenvalue to 0 or 1. The cubic $3x^2-2x^3$ does this. Since

$$3x^2-2x^3-x=x(1-x)(2x-1),$$

eigenvalues above $1/2$ rise and those below fall. But the threshold is fixed at $1/2$, so the chemical potential must be placed there beforehand. Cheap bounds on the spectrum of the ring are $-4$ and $3$ eV. If we only scale with these bounds, $x=1/2$ corresponds to $(-4+3)/2=-0.5$ eV. The lowest empty level lies at $-0.572$ eV, below that threshold, so the iteration fills it and returns a perfectly good projector with too many electrons.

One could search for the chemical potential and repeat the calculation. The alternative developed here is to let the electron number steer the iteration while it runs. The cubic also needs two matrix products per step, $X^2$ and $X^3$; we shall ask for one.

## What one product allows

Let $H$ be a real symmetric $M\times M$ matrix in an orthonormal basis, with levels $\varepsilon_1\le\dots\le\varepsilon_M$. Let $0<N<M$, and assume a gap, $\varepsilon_N<\varepsilon_{N+1}$. With bounds $e_{\min}\le\varepsilon_1$ and $e_{\max}\ge\varepsilon_M$, start from

$$X_0=\frac{e_{\max}I-H}{e_{\max}-e_{\min}} .$$

Its eigenvalues lie in $[0,1]$, in reverse order of energy. The bounds can be read from the rows of $H$: each diagonal element plus or minus the sum of the absolute off-diagonal elements in its row gives an interval, and the union of these intervals contains the spectrum.

One product gives $X^2$, hence any quadratic polynomial $f(X)$. Completed eigenvalues must stay put, so $f(0)=0$ and $f(1)=1$. This leaves one parameter:

$$f(x)=x+c\,x(1-x),\qquad f'(x)=1+c(1-2x).$$

We also ask that the order of the levels survive; this is the simplest way to keep track of which are the lowest $N$. So $f'$ may not be negative on $[0,1]$. It is linear in $x$, with end values $f'(0)=1+c$ and $f'(1)=1-c$; therefore $|c|\le1$. The two slopes add up to 2, so no single quadratic can contract errors at both ends. The extreme choices make one slope vanish:

- $c=-1$ gives $f(x)=x^2$, which squares small occupations.
- $c=+1$ gives $f(x)=2x-x^2$. Since $1-(2x-x^2)=(1-x)^2$, it squares small holes $1-x$.

Neither suffices alone: repeated squaring sends every eigenvalue below 1 to 0, and the other map sends every eigenvalue above 0 to 1. We need both, and a rule for choosing.

Let $T=\mathrm{Tr}\,X$ and

$$d=\mathrm{Tr}(X-X^2)=\sum_i x_i(1-x_i)\ge0 .$$

Squaring changes the trace to $T-d$, the other map to $T+d$. Which is nearer to $N$? Comparing squared distances,

$$(T+d-N)^2-(T-d-N)^2=4d\,(T-N).$$

For $d>0$ the squared matrix has the smaller trace error precisely when $T>N$. The SP2 rule is therefore

$$X\leftarrow\begin{cases}X^2,& \mathrm{Tr}\,X>N,\\ 2X-X^2,&\text{otherwise.}\end{cases}$$

At $T=N$ the two errors are equal and either map may be used. The same product $X^2$ serves both branches and also supplies $d$. No chemical potential appears.

## Can the rule be fooled?

A correct trace does not make a projector. Sort the eigenvalues of $X$ in descending order and define

$$P=\sum_{i>N}x_i,\qquad Q=\sum_{i\le N}(1-x_i).$$

$P$ is the charge in levels that should be empty, $Q$ the charge missing from levels that should be full. Then

$$T-N=\sum_{i\le N}(x_i-1)+\sum_{i>N}x_i=P-Q .$$

The rule sees the difference of two errors, while convergence requires both to vanish. We must show that $P$ and $Q$ cannot keep balancing each other at finite size.

### The two frontier levels separate

Let $h=x_N$ and $l=x_{N+1}$ be the images of the highest occupied and lowest empty levels, so $h>l$. First take both strictly between 0 and 1. The difference $h-l$ can shrink in a step, so it is a poor measure of progress. The ratio of odds is better:

$$R=\frac{h(1-l)}{l(1-h)},\qquad R-1=\frac{h-l}{l(1-h)}>0 .$$

Under squaring, $1-h^2=(1-h)(1+h)$ and likewise for $l$, so

$$\frac{R'}{R}=\frac{h(1+l)}{l(1+h)}
=1+\frac{h-l}{l(1+h)}
=1+(R-1)\frac{1-h}{1+h}.$$

With $a=(1-h)/(1+h)$ this reads $R'=R+R(R-1)a$, or

$$R'-1=(R-1)(1+Ra).$$

The other map squares $1-x$. Replacing $h$ by $1-l$ and $l$ by $1-h$ leaves $R$ unchanged and turns one map into the other. The same law therefore holds with $a=l/(2-l)$. In both cases $a>0$, so $R$ grows at every step, whichever map is chosen.

Could it grow towards a finite limit? Then $R'/R\to1$, and since $R-1$ is bounded below by its initial value, $a\to0$. Squarings would eventually occur only with $h$ near 1, and the other map only with $l$ near 0. Because $R$ is bounded, the odds of $h$ and $l$ differ by a bounded factor, so in each case both levels are near the same end. Eventually, then, squarings would need $h>0.9$ and the other map $h<0.1$. But squaring $h>0.9$ leaves $h>0.81$, so the next step must be another squaring, and so on forever; this drives $h$ to 0, a contradiction. Likewise, the other map takes $h<0.1$ to $h<0.19$, would have to be repeated forever, and would drive $h$ to 1. Hence $R\to\infty$.

Separation alone does not put the dividing line between the right levels in absolute terms: $h$ and $l$ might both be small, with $l$ much smaller. Here the trace does its work.

### The trace moves the boundary to the right place

Suppose $R$ has passed $32N(M-N)$, and suppose $Q\ge1/4$. The largest of the $N$ holes is $1-h$, so $1-h\ge1/(4N)$ and $h/(1-h)\le4N$. By the definition of $R$,

$$l\le\frac{l}{1-l}=\frac1R\,\frac{h}{1-h}\le\frac{4N}{R},
\qquad P\le(M-N)\,l\le\frac{4N(M-N)}{R}<\frac18 .$$

Thus $P<Q$ and $T<N$, and the rule selects $2X-X^2$, which squares the holes. As long as $Q\ge1/4$ the argument repeats, because $R$ keeps growing. All holes are below 1, so repeated squaring brings $Q$ below $1/4$ after finitely many steps. In the last of these steps $P$ at most doubled, because $2x-x^2\le2x$, so it is below $1/4$ too.

If instead $P\ge1/4$, exchange particles and holes. Now $l\ge1/[4(M-N)]$, so $(1-l)/l\le4(M-N)$, and

$$1-h\le\frac{1-h}{h}=\frac1R\,\frac{1-l}{l}\le\frac{4(M-N)}{R},\qquad Q\le N(1-h)<\frac18 .$$

The rule squares until $P<1/4$, and $Q$ at most doubles in the last step. Either way, both errors end up below $1/4$.

The end points remain. If $l=0$, every empty level is already at 0, so $P=0$ and $T-N=-Q$; the rule squares the holes until they vanish. If $h=1$, then $Q=0$ and the rule squares the remaining unwanted occupations. These cases arise when a spectral bound coincides with a frontier level, $e_{\max}=\varepsilon_{N+1}$ or $e_{\min}=\varepsilon_N$.

## The last stage: two products to square the error

Let $m=\max(P,Q)<1/4$. The rule squares the terms of the larger error, and a sum of squares of non-negative numbers does not exceed the square of their sum. The larger error, call it $A$, and the smaller, $B$, therefore obey

$$A'\le m^2,\qquad B'\le2m .$$

The factor 2 holds for both maps: $2x-x^2\le2x$ for occupations, and $1-x^2=(1-x)(1+x)\le2(1-x)$ for holes. In the next step there are two possibilities.

- $B$ is squared: $B''\le4m^2$ and $A''\le2m^2$.
- $A$ is squared again. This requires $A'\ge B'$, so $B'\le m^2$, giving $B''\le2m^2$ and $A''\le m^4$.

In both cases, also for ties,

$$m''\le4m^2,\qquad\text{or}\qquad 4m''\le(4m)^2 .$$

This completes the proof of convergence in exact arithmetic. The eigenvectors never change, their order is preserved, the first $N$ eigenvalues go to 1 and the rest to 0, so $X\to D$.

It also gives a count. After $2k$ products $4m\le(4m_0)^{2^k}$. To reach $m\le\varepsilon$, where $\varepsilon<m_0$, it is enough that $2^k\ge\ln(4\varepsilon)/\ln(4m_0)$; both logarithms are negative. Hence

$$n_{\rm final}\le2\left\lceil\log_2\frac{\ln(4\varepsilon)}{\ln(4m_0)}\right\rceil .$$

The error may rise during a single step. The guarantee concerns pairs of steps.

## When to stop

A small $|T-N|$ is not a safe signal, since $P$ and $Q$ may cancel. A small $d$ says that $X$ is nearly idempotent, but not how many electrons it holds. Together they suffice.

The larger of $x$ and $1-x$ is at least $1/2$, so $\min(x,1-x)\le2x(1-x)$. Let $k$ be the number of eigenvalues that are at least $1/2$. Rounding all eigenvalues to 0 or 1 accordingly changes the trace by at most $2d$:

$$|T-k|\le\sum_i\min(x_i,1-x_i)\le2d .$$

If $|T-N|+2d<1$, then $|k-N|<1$, and because both are integers, $k=N$. The levels rounded to 1 are the lowest $N$, since order is preserved, and so $P+Q\le2d$.

We already hold $X^2$ when we evaluate $d$, so one more update costs no further product. It at most doubles each error. Since $X$ and $D$ share eigenvectors, the Frobenius norm of $X-D$ is the root of the sum of squared eigenvalue errors, which is no larger than their plain sum. The returned matrix thus satisfies

$$\|X-D\|_F\le4d ,$$

apart from rounding errors, with $d$ taken before the last update.

## How many products does a small gap cost?

Before the last stage can begin, the frontier levels must be pulled apart. Their initial separation is the gap relative to the width of the bounds,

$$\Delta=h_0-l_0=\frac{\varepsilon_{N+1}-\varepsilon_N}{e_{\max}-e_{\min}} .$$

All counts quoted from here on stop when $d<10^{-10}$ and $|T-N|+2d<1$, and include the product of that last step. Loose spectral bounds reduce $\Delta$ and generally cost extra products. The ring takes 14 products with its exact bounds, 16 with the row bounds and 22 when both row bounds are moved out by 8 eV each. Moving only one of the row bounds by 8 eV is cheaper: 19 products for the upper bound, 20 for the lower. In one step the separation is multiplied by $h+l$ under squaring and by $2-h-l$ under the other map. Neither factor exceeds 2, so after $n$ steps

$$n\ge\log_2\frac{h_n-l_n}{\Delta}.$$

This bound is rigorous, but the factor 2 is approached only when both levels lie near an end of the interval. For a chemical potential well inside the spectrum we need a typical stretching factor. A simple model is strict alternation, squaring first. Two steps give

$$g(x)=2x^2-x^4 .$$

The condition $g(x)=x$ becomes

$$x^4-2x^2+x=x(x-1)(x^2+x-1)=0,$$

with the interior solution $x_*=(\sqrt5-1)/2\approx0.618$. There $x_*^2=1-x_*$, so $1-x_*^2=x_*$ and

$$g'(x_*)=4x_*(1-x_*^2)=4x_*^2=(2x_*)^2 .$$

A small separation around this point grows on average by $2x_*=\sqrt5-1\approx1.236$ per product. If the gap opens at this rate until it is of order one,

$$n\approx\frac{\log_2(1/\Delta)}{\log_2(\sqrt5-1)}+n_0\approx3.27\,\log_2\frac1\Delta+n_0 ,$$

where $n_0$ collects the last stage and the crossover to it. This is an estimate, not a theorem: the trace rule need not alternate, the levels need not sit at $x_*$, and linearization fails once the separation is large.

The estimate was compared with uniform model spectra containing a gap, averaged over 41 positions of the gap well inside the spectrum. The mean count rises from 20.5 products at $\Delta=1/8$ to 40.1 at $\Delta=1/512$. These are six halvings, so the end points give $(40.1-20.5)/6\approx3.3$ products per halving. A straight-line fit to all seven gaps also gives 3.3, with an offset of about 10 products. Individual halvings cost between about 2.7 and 3.8, so closer agreement with 3.27 should not be given weight. For these spectra the alternating cycle reproduces the average rate, although the runs do not alternate strictly: for gaps in this range, roughly one step in four or five repeats the previous map while the separation is still small, and for much smaller gaps the share is nearer one in three. Only the rate is estimated in this way; the offset depends on the stopping tolerance and on the spectrum.

The logarithm matters in practice: halving the gap adds a few products instead of doubling their number. The count is not the whole cost, however. A dense product takes a time of order $M^3$. Linear scaling requires the matrices to be sparse and small elements to be dropped, and the errors made by dropping them are not covered here.

## The ring, step by step

For the ring the frontier levels are at $-2.514$ and $-0.572$ eV. The gap is $1.942$ eV and the bounds span 7 eV, so $\Delta=1.942/7=0.277$. The initial images are

$$h_0=\frac{3+2.514}{7}=0.788,\qquad l_0=\frac{3+0.572}{7}=0.510 .$$

Both lie above $1/2$, which is what defeated the fixed threshold. The trace of $H$ is $80(-2+0+1)=-80$ eV, so

$$T_0=\frac{240\cdot3+80}{7}=114.29 .$$

This exceeds 80, and the first step squares. The trace falls to 71.84, so $d=42.45$; the other map would have given $T_0+d\approx156.7$. Now the trace is too small and the second step uses $2X-X^2$. The two maps alternate for the first seven steps, after which the sequence becomes irregular.

The separation $h-l$ is not monotonic even here. With $n$ the number of steps already taken, its first values are $0.277$, $0.360$, $0.403$ and $0.528$, and it keeps rising up to $0.99975$ at $n=11$. There $h+l$ slightly exceeds 1, so the factor $2-h-l$ of the chosen map is below 1, and the separation drops to $0.99973$ at $n=12$. The odds ratio rises throughout, as it must.

After seven steps ($n=7$) the trace is 80.51, only half an electron from the target, yet $\max(P,Q)=2.0$: the two errors largely cancel. The trace error understates the larger error by about a factor of four, whereas $d=3.4$ shows that the matrix is far from idempotent.

Both errors are first below $1/4$ at $n=9$, where $m=0.17$. At $n=10$ the larger one has risen to $0.29$, and at $n=11$ it is $0.0021$. This is the permitted behaviour: the two-step bound gives $4(0.17)^2=0.12$. At $n=9$ the odds ratio is about $10^{4.35}$, still below the threshold $32\cdot80\cdot160=409600$ used in the proof. That threshold is sufficient, not necessary.

From $n=9$ the error reaches $2\times10^{-10}$ within 6 steps. The bound is

$$2\left\lceil\log_2\frac{\ln(8\times10^{-10})}{\ln(0.68)}\right\rceil
=2\lceil5.8\rceil=12 ,$$

which is safe but not tight. The proof bounds a sum of squares by the square of the sum, and here the error is spread over many levels: at $n=10$, $Q=0.29$ while the largest hole is $0.011$, so the squared holes add up to at most $0.011\cdot0.29\approx0.003$, far below $Q^2\approx0.084$. In all, 16 products are used. The rigorous lower bound from the gap, $\log_2(1/0.277)=1.9$, is far weaker here, because it ignores the last stage and assumes the greatest possible stretching.

The resulting projector differs from that obtained by diagonalization by $3\times10^{-14}$ in Frobenius norm, and both give a band energy of $-215.987$ eV. A ring four times as long, at the same filling, also takes 16 products. At fixed gap and filling the count depends only weakly on size: it is still 16 for 61440 sites and 17 for 245760 sites. It cannot stay constant forever, because $d$ is a sum over all levels while the tolerance is fixed.

## Where the scheme must fail

Without a gap, $h_0=l_0$. Equal eigenvalues have equal images under any polynomial, so no sequence of steps can fill one and empty the other. Take eigenvalues $(1,y,y,0)$ with $N=2$. The trace is $1+2y$, so the rule squares when $y>1/2$ and applies the other map otherwise. For $y\in(1/2,3/4]$ the new value lies in $(1/4,9/16]$; for $y\in[1/4,1/2]$ it lies in $[7/16,3/4]$. Once in $[1/4,3/4]$, $y$ never leaves, and

$$d=2y(1-y)\ge2\cdot\frac14\cdot\frac34=\frac38 .$$

In exact arithmetic the iteration wanders, and the stopping test correctly refuses to accept it. Rounding errors in the matrix products can split the pair, and the separation law then amplifies the split. With this example written in a randomly rotated basis, double-precision runs passed the stopping test after about 175 to 195 products, depending on the rotation and on $y$, with one combination of the degenerate pair filled and the other empty. In floating point, passing the test therefore does not show that there was a gap. The failure lies in the question: two degenerate orbitals share one electron, and the $N$-electron projector is not unique.

The numerical check below also runs the recursion on random gapped spectra, including strongly skewed ones, and tests the separation law symbolically.

## Computed results

```
ring: M = 240 sites, N = 80 electrons
spectral bounds: -4.000 to 3.000 eV
HOMO -2.514137 eV, LUMO -0.571993 eV
gap 1.942144 eV, scaled gap 0.277449 (no unit)
separation threshold 32N(M-N) = 409600
values before each step (no unit):
 n map      Tr X        d        h        l  log10R  max(P,Q)
 0 X^2    114.2857  4.2e+01  0.78773  0.51028    0.55   4.9e+01
 1 2X-X2   71.8367  3.3e+01  0.62052  0.26039    0.67   2.7e+01
 2 X^2    104.7564  3.0e+01  0.85600  0.45298    0.86   3.4e+01
 3 2X-X2   74.4039  2.3e+01  0.73273  0.20519    1.03   1.7e+01
 4 X^2     97.6451  1.9e+01  0.92857  0.36828    1.35   2.1e+01
 5 2X-X2   78.5449  1.2e+01  0.86224  0.13563    1.60   7.4e+00
 6 X^2     90.5537  1.0e+01  0.98102  0.25286    2.18   1.1e+01
 7 X^2     80.5103  3.4e+00  0.96240  0.06394    2.57   2.0e+00
 8 2X-X2   77.1557  2.9e+00  0.92622  0.00409    3.49   2.9e+00
 9 X^2     80.0292  3.2e-01  0.99456  0.00816    4.35   1.7e-01
10 2X-X2   79.7139  2.9e-01  0.98914  0.00007    6.14   2.9e-01
11 2X-X2   79.9999  4.0e-03  0.99988  0.00013    7.80   2.1e-03
12 X^2     80.0039  3.9e-03  1.00000  0.00027   11.43   3.9e-03
13 X^2     80.0000  1.1e-06  1.00000  0.00000   14.71   7.3e-07
14 2X-X2   80.0000  6.7e-07  1.00000  0.00000   21.55   6.7e-07
15 X^2     80.0000  9.9e-14  1.00000  0.00000   28.51   6.8e-14
matrix products used: 16
Frobenius error of projector: 2.6e-14 (no unit)
band energy: SP2 -215.98655167 eV
band energy: diagonalization -215.98655167 eV
max(P,Q) first below 1/4 at n = 9
steps from there to 2e-10: 6, bound 12
products for M = 960, N = 320: 16
random gapped spectra converged: 599
gapless case: smallest d in 1000 steps = 0.375014
alternating cycle: x = 0.618034, stretch 1.236068 per product
uniform spectra, 41 fillings: products mean, min, max
  scaled gap 1/8     20.51  20  21
  scaled gap 1/16    23.29  22  24
  scaled gap 1/32    26.56  26  27
  scaled gap 1/64    30.37  29  31
  scaled gap 1/128   33.05  32  34
  scaled gap 1/256   36.56  36  37
  scaled gap 1/512   40.07  39  41
products per halving of gap: fitted 3.275, cycle estimate 3.271
fitted offset: 10.41 products
```
